\section*{Zero dilatation does not make a screw dislocation invisible to phonons}

\section{The belief}

Q: I have been leaving screw dislocations out of my phonon scattering rates. A phonon's frequency responds to strain as $\delta\omega/\omega=-\gamma\,\mathrm{tr}\,\varepsilon$, with $\gamma$ the Grüneisen parameter. A screw dislocation has $\mathrm{tr}\,\varepsilon=0$ everywhere outside its core. With no frequency shift there is nothing to scatter from. Is that wrong?

A: The statement about the dilatation is right, within linear isotropic elasticity. Put the line along $z$, with Burgers length $b$. The displacement is $u_z=b\theta/2\pi$, and the only nonzero gradients $H_{ij}=\partial_j u_i$ are
\begin{equation}
H_{zj}=g_j,\qquad \mathbf g=\nabla u_z=\frac{b}{2\pi r^2}(-y,\,x).
\end{equation}
The diagonal of $H$ is empty, so $\mathrm{tr}\,\varepsilon=0$. The shear strain is not zero: $\varepsilon_{\theta z}=b/4\pi r$. The faulty step is the rule for the frequency shift. To first order the shift is linear in the whole strain tensor, and nothing restricts it to the trace unless the strain is hydrostatic or one averages over directions.

\section{What a phonon feels}

Q: Then show me a shift produced by pure shear.

A: Take an isotropic solid with the finite-strain energy density
\begin{equation}
W=\tfrac{\lambda}{2}(\mathrm{tr}E)^2+\mu\,\mathrm{tr}E^2+\tfrac{A}{3}\mathrm{tr}E^3+B\,\mathrm{tr}E\,\mathrm{tr}E^2+\tfrac{C}{3}(\mathrm{tr}E)^3,
\end{equation}
where $E=\varepsilon+\tfrac12H^TH$ and $\varepsilon=\tfrac12(H+H^T)$. Here $\lambda,\mu$ are the Lamé constants and $A,B,C$ are Landau's third-order constants. Collecting the terms cubic in $H$ gives
\begin{equation}
W_3=\tfrac{\lambda}{2}\mathrm{tr}\varepsilon\,\mathrm{tr}(H^TH)+\mu\,\mathrm{tr}(\varepsilon H^TH)+\tfrac A3\mathrm{tr}\varepsilon^3+B\,\mathrm{tr}\varepsilon\,\mathrm{tr}\varepsilon^2+\tfrac C3(\mathrm{tr}\varepsilon)^3 .
\end{equation}
The first two terms contain only $\lambda$ and $\mu$. They are cubic because the strain itself is nonlinear in the displacement. By cubic anharmonicity I mean all of $W_3$.

Let $a$ be the static gradient and $h,c$ two wave gradients. The static field changes the wave's stiffness by the mixed third derivative of $W$:
\begin{align}
\Phi(a,h,c)={}&\lambda[\mathrm{tr}a\,\mathrm{tr}(h^Tc)+\mathrm{cyc.}]+\mu[\mathrm{tr}\,\varepsilon_a(h^Tc+c^Th)+\mathrm{cyc.}]\nonumber\\
&+A[\mathrm{tr}(\varepsilon_a\varepsilon_h\varepsilon_c)+\mathrm{tr}(\varepsilon_a\varepsilon_c\varepsilon_h)]+2B[\mathrm{tr}a\,\mathrm{tr}(\varepsilon_h\varepsilon_c)+\mathrm{cyc.}]\nonumber\\
&+2C\,\mathrm{tr}a\,\mathrm{tr}h\,\mathrm{tr}c ,
\end{align}
where ``cyc.'' adds the two cyclic permutations of $a,h,c$.

For a longitudinal wave along the unit vector $\mathbf n$, set $h=c=\mathbf n\mathbf n^T$. Let $a=\varepsilon$ be a uniform traceless strain and write $e=\mathbf n\cdot\varepsilon\mathbf n$. The $\lambda$ bracket gives $2e$, the $\mu$ bracket $2e+2e+2e$, the $A$ bracket $2e$, and the $B$ term $4Be$. Since $\rho\omega^2=k^2(\lambda+2\mu+\Phi)$ to first order, halving the relative change of $\omega^2$ gives
\begin{equation}
\frac{\delta\omega}{\omega}=\frac{\lambda+3\mu+A+2B}{\lambda+2\mu}\;\mathbf n\cdot\varepsilon\mathbf n ,
\end{equation}
at fixed wavevector in the undeformed material. This is a response to pure shear. For the screw field $\mathbf n\cdot\varepsilon\mathbf n=n_z\,\mathbf n\cdot\mathbf g$, which is generally nonzero for a wave oblique to the line.

\section{Waves travelling normal to the line}

Q: But at normal incidence $n_z=0$. Your shift vanishes, and I am right in that case at least.

A: For the longitudinal wave the shift vanishes. The two transverse waves are different: they have equal speeds, so a shear that mixes them splits their frequencies to first order. Mixing of polarizations also scatters waves. Take a static line and waves with $k_z=0$. An incident wave polarized in the plane has a gradient $h$ with in-plane entries. A wave polarized along $z$, called SH here, leaving along the unit vector $\mathbf m$ has $c=\hat{\mathbf z}\mathbf m^T$. The dislocation has $a=\hat{\mathbf z}\mathbf g^T$. Now go through $\Phi$:

\begin{itemize}
\item $\mathrm{tr}\,a=\mathrm{tr}\,c=0$, so the $C$ term vanishes and the $\lambda$ bracket leaves $\mathrm{tr}h\,\mathrm{tr}(a^Tc)=\mathrm{tr}h\;\mathbf g\cdot\mathbf m$.
\item In the $\mu$ bracket, $h^Tc$ and $a^Th$ vanish because $h$ has no $z$ entries. What remains is $\mathrm{tr}\,\varepsilon_h(\mathbf g\mathbf m^T+\mathbf m\mathbf g^T)=2\,\mathbf g\cdot\varepsilon_h\mathbf m$.
\item The in-plane part of $\varepsilon_c\varepsilon_a$ is $\tfrac14\mathbf m\mathbf g^T$, so the $A$ bracket gives $\tfrac12\mathbf g\cdot\varepsilon_h\mathbf m$.
\item $\mathrm{tr}(\varepsilon_a\varepsilon_c)=\tfrac12\mathbf g\cdot\mathbf m$, so the $B$ term gives $B\,\mathrm{tr}h\;\mathbf g\cdot\mathbf m$.
\end{itemize}

With $\alpha=(\lambda+B)/\mu$ and $\beta=2+A/2\mu$, the sum is
\begin{equation}
\Phi=\mu\left[\alpha\,\mathrm{tr}h\;\mathbf g\cdot\mathbf m+\beta\,\mathbf g\cdot\varepsilon_h\mathbf m\right].
\label{eq:coupling}
\end{equation}
A phonon polarized in the plane is converted to one polarized along the line. Both terms vanish if $B=-\lambda$ and $A=-4\mu$, so scattering in this order is a property of the cubic terms and could be absent in a special material.

Q: Could the line not also be shaken by the wave and radiate?

A: A moving line would radiate, but the linear Peach--Koehler force on a screw needs stress components $xz$ or $yz$. An incident wave with in-plane polarization and $k_z=0$ has neither, so this force is absent. The wave also modulates the line's own elastic energy, which pushes on the line with a force of order $b^2$. For a freely gliding line that need not be negligible, because the line's inertia is of order $b^2$ too. I leave it out by taking the line as held in place, as by a strong lattice barrier to glide.

\section{How strongly it scatters}

Q: A nonzero coupling may still integrate to nothing. What is the cross-section?

A: For a line it is a width $\sigma$, a cross-section per unit length. Let $k=\omega/v_L$, $\kappa=\omega/v_T$ and $R=v_L/v_T=\kappa/k$. Send in $\mathbf u=\mathbf n e^{ikx}$ with $\mathbf n=\hat{\mathbf x}$. To first order in $b$ (Born approximation), the SH displacement $w$ obeys
\begin{equation}
\mu(\nabla^2+\kappa^2)w=-\partial_jF_j,\qquad m_jF_j=ik\,e^{ikx}\,\Phi(\mathbf r),
\end{equation}
with $h=\mathbf n\mathbf n^T$ in $\Phi$. The outgoing Green function is $\tfrac i4H^{(1)}_0(\kappa|\mathbf r-\mathbf r'|)$. Far away its modulus is $\tfrac14\sqrt{2/\pi\kappa r}$, and it carries the phase $e^{-i\kappa\mathbf m\cdot\mathbf r'}$. Integration by parts turns $\partial_j$ into $i\kappa m_j$; the slowly decaying field is given a smooth distant cutoff, then the cutoff is removed. Therefore
\begin{equation}
r|w|^2=\frac{1}{16}\,\frac{2}{\pi\kappa}\,\kappa^2k^2|M|^2=\frac{\kappa k^2|M|^2}{8\pi},
\end{equation}
where $M$ is the Fourier transform of $\Phi/\mu$ at $\mathbf q=\kappa\mathbf m-k\mathbf n$. Energy flux is proportional to velocity times squared amplitude, so we multiply by $v_T/v_L=k/\kappa$:
\begin{equation}
\frac{d\sigma_L}{d\theta}=\frac{k^3|M|^2}{8\pi}.
\label{eq:born}
\end{equation}
The frequency is unchanged, so the ratio of energy fluxes is also the ratio of phonon numbers.

The transform of $\ln r$ is $-2\pi/q^2$ for $q\neq0$, hence that of $r_j/r^2=\partial_j\ln r$ is $-2\pi i q_j/q^2$, and
\begin{equation}
\mathbf g(\mathbf q)=\frac{ib}{q^2}(q_y,\,-q_x).
\end{equation}
With $\mathbf m=(\cos\theta,\sin\theta)$ we have $q_x=\kappa\cos\theta-k$ and $q_y=\kappa\sin\theta$. Then $\mathbf g\cdot\mathbf m=ibk\sin\theta/q^2$, because the two $\kappa$ terms cancel, and $(\mathbf n\cdot\mathbf g)(\mathbf n\cdot\mathbf m)=ib\kappa\sin\theta\cos\theta/q^2$. Using $q^2=k^2(1+R^2-2R\cos\theta)$,
\begin{equation}
\frac{d\sigma_L}{d\theta}=\frac{b^2k}{8\pi}\,\frac{\sin^2\theta\,(\alpha+\beta R\cos\theta)^2}{(1+R^2-2R\cos\theta)^2}.
\end{equation}

To integrate, put $t=1/R<1$. The imaginary part of the geometric series $\sum_{\ell\ge1}t^{\ell-1}e^{i\ell\theta}=e^{i\theta}/(1-te^{i\theta})$ is
\begin{equation}
\frac{\sin\theta}{1-2t\cos\theta+t^2}=\sum_{\ell\ge1}t^{\ell-1}\sin\ell\theta .
\end{equation}
Multiply by $\alpha+\beta R\cos\theta$ and use $2\cos\theta\sin\ell\theta=\sin(\ell+1)\theta+\sin(\ell-1)\theta$. The coefficient of $\sin\theta$ becomes $\alpha+\tfrac12\beta Rt=\alpha+\tfrac12\beta$. For $\ell\ge2$ it is
\begin{equation}
\alpha t^{\ell-1}+\tfrac12\beta R(t^{\ell-2}+t^{\ell})=t^{\ell-1}\left[\alpha+\tfrac12\beta(R^2+1)\right].
\end{equation}
The integral of the square over $2\pi$ is $\pi$ times the sum of squared coefficients, and $\sum_{\ell\ge2}t^{2\ell-2}=1/(R^2-1)$. The original denominator supplies $R^{-4}$. So
\begin{equation}
\sigma_L=\frac{b^2k}{8R^4}\left[\left(\alpha+\frac{\beta}{2}\right)^2+\frac{\left(\alpha+\beta(1+R^2)/2\right)^2}{R^2-1}\right].
\label{eq:L}
\end{equation}

Q: For an incident transverse phonon the two wavenumbers are equal, so $q\to0$ forward and $\mathbf g(\mathbf q)$ diverges. Does the width diverge too?

A: Not in an isotropic solid. Take in-plane polarization $\mathbf p=\hat{\mathbf y}$, so $h=\mathbf p\mathbf n^T$ and $\mathrm{tr}\,h=0$. Now $q^2=2\kappa^2(1-\cos\theta)$, and
\begin{equation}
\mathbf g(\mathbf q)=\frac{ib}{2\kappa}\left(\frac{\sin\theta}{1-\cos\theta},\,1\right).
\end{equation}
Equation (\ref{eq:coupling}) then gives
\begin{equation}
M=\frac{\beta}{2}\,\frac{ib}{2\kappa}\left[\cos\theta+\frac{\sin^2\theta}{1-\cos\theta}\right]=\frac{ib\beta}{4\kappa}(1+2\cos\theta),
\end{equation}
since $\sin^2\theta/(1-\cos\theta)=1+\cos\theta$. The singular component of $\mathbf g$ is multiplied by $\mathbf p\cdot\mathbf m=\sin\theta$, which removes the divergence. Equation (\ref{eq:born}) with $k\to\kappa$, and $\int_0^{2\pi}(1+2\cos\theta)^2d\theta=6\pi$, give
\begin{equation}
\frac{d\sigma_T}{d\theta}=\frac{b^2\kappa\beta^2}{128\pi}(1+2\cos\theta)^2,\qquad \sigma_T=\frac{3}{64}\beta^2b^2\kappa .
\label{eq:T}
\end{equation}
For parallel lines of areal density $N$ at uncorrelated positions, the rate is $1/\tau=N\sigma v$, linear in frequency for both in-plane polarizations.

Q: Is it really the shear strain that does this? The field $\mathbf g$ also contains a local rotation.

A: Both contribute. Replace $a$ by its antisymmetric half, $\tfrac12(\hat{\mathbf z}\mathbf g^T-\mathbf g\hat{\mathbf z}^T)$. Its strain is zero, so the $A$ and $B$ terms drop out. For the longitudinal wave the $\lambda$ term is halved. The $\mu$ bracket gives $(\mathbf n\cdot\mathbf g)(\mathbf n\cdot\mathbf m)$ from $\varepsilon_h$ and minus half of that from $\varepsilon_c$. For this wave, rotation alone therefore has $(\alpha,\beta)=(\lambda/2\mu,\,1/2)$, and strain alone has the remainder, $(\lambda/2\mu+B/\mu,\;3/2+A/2\mu)$. Amplitudes add, so the widths do not.

\section{Numbers for a silicon-like solid}

Q: Put in a real material. Does my thermal conductivity change?

A: Use rough values in the regime of silicon: $\lambda=52.4$, $\mu=68.4$, $A=-350$ and $B=-60$ GPa, with $b=0.384$ nm. Then
\begin{equation}
\alpha=\frac{52.4-60}{68.4}=-0.111,\qquad \beta=2-\frac{350}{136.8}=-0.558,\qquad R=1.663 .
\end{equation}
At 1 THz (4.1 meV) the wavenumbers are $k=0.697$ and $\kappa=1.16$ nm$^{-1}$. Equation (\ref{eq:L}) gives $\sigma_L=0.0150\,b^2k=0.0015$ nm, and (\ref{eq:T}) gives $\sigma_T=0.0146\,b^2\kappa=0.0025$ nm. Integrating the coupling against Bessel waves in real space, with angular orders up to 24, reproduces both coefficients: 0.014996 and 0.014620.

The coefficients are small because of cancellation. For the longitudinal wave, strain alone would give 0.074 and rotation alone 0.023, against 0.015 together, so here they interfere destructively. Setting $A=B=0$ would give 0.24. A result built on such a cancellation is sensitive: with the other constants held fixed, making $|A|$ 10\% smaller multiplies $\sigma_L$ by 0.36, and making it 10\% larger multiplies it by 2.0. The isotropic average of the cubic constants quoted below, $A=-378$ and $B=-43$ GPa, multiplies $\sigma_L$ by 1.1 and $\sigma_T$ by 1.9.

For $N=10^{10}$ cm$^{-2}=10^{-4}$ nm$^{-2}$, the longitudinal mean free path is
\begin{equation}
\frac{1}{N\sigma_L}=\frac{1}{10^{-4}\times0.00154}\ \mathrm{nm}\approx 6.5\ \mathrm{mm},
\end{equation}
and the rate is $1.4\times10^6$ s$^{-1}$.

Q: Compared with what?

A: With intrinsic phonon scattering at 300 K, estimated from a rough conductivity $K=150$ W/(m K). Assume a Debye spectrum with mean speed $v$, classical heat capacity, and $\tau=s/\omega^2$ with constant $s$. Then
\begin{equation}
K=\frac13\int_0^{\omega_D}\!k_B\frac{3\omega^2}{2\pi^2v^3}\,v^2\frac{s}{\omega^2}\,d\omega=\frac{k_B\,s\,\omega_D}{2\pi^2v},
\qquad \frac1\tau=\frac{k_B\,\omega_D\,\omega^2}{2\pi^2vK}.
\end{equation}
With $v=5993$ m/s and $\omega_D=8.60\times10^{13}$ rad/s this is about $2.6\times10^9$ s$^{-1}$, some 1900 times the dislocation rate. The ratio depends on the model: quantum heat capacity and acoustic branches with a sine dispersion lower it to about 800. In the Debye model the screw strain field is negligible for 1 THz phonons at room temperature. Adding the linear-in-frequency dislocation rate to all modes lowers $K$ by 0.04\%, and by 2\% if that rate is 100 times larger. Equal rates would need $N\approx1.9\times10^{13}$ cm$^{-2}$, a line spacing near 2 nm. That is below the 9 nm wavelength, where independent scattering is no longer a valid assumption. At low temperature intrinsic scattering weakens, and the comparison has to be made again.

Q: How far is this from an actual silicon crystal?

A: The density is roughly that of a heavily defective mismatched film, far above that of a device wafer. Elastic anisotropy shifts the SH speed by $+8\%$ or $-14\%$, depending on direction, for a line along $[110]$. Removing the coupling inside $r<b$ lowers $\sigma_L$ by 4\% and $\sigma_T$ by 6\%; this indicates the weight of the core region, not the scattering by a real core. A nearest-neighbour chain estimate of lattice dispersion slows the SH wave by 0.8\%. Because the widths rest on a cancellation, they are far more sensitive to anisotropy in the coupling. A rough estimate uses cubic third-order constants typical of silicon ($c_{111},c_{112},c_{123},c_{144},c_{155},c_{456}=-795,-445,-75,15,-310,-86$ GPa) and keeps isotropic speeds and an isotropic dislocation field. With cubic $c_{11},c_{12},c_{44}=166,64,80$ GPa in the coupling and a line along $[110]$, it raises $\sigma_L$ by factors of about 6 to 13 depending on direction, and $\sigma_T$ by about 19 for incidence along $[001]$ or $[1\bar10]$. For other directions the forward pole of $\mathbf g(\mathbf q)$ is no longer cancelled, and with equal transverse speeds the total $\sigma_T$ of this estimate diverges at small angles. Second-order strain effects have the nominal scale $(\kappa b/2\pi)^2=0.005$, but they do not share the cancellation: a rough estimate without fourth-order elastic constants, cut off at $r=b$, puts them at about a third of $\sigma_L$; halving or doubling the cutoff radius roughly doubles or halves this. Screws in silicon can also split into two partials whose edge components are opposite, and these do carry dilatation. For partials 2 to 4 nm apart and $C=-110$ GPa, rough Born estimates of the scattering of a longitudinal wave by the edge components give about 1 to 3 times $\sigma_L$, depending on direction and separation, when the matching of the wave across the slipped strip is included. The strain coupling alone, without that matching, would give about 3 to 12 times. The widths above are therefore those of an ideal undivided screw in an isotropic solid, not predictions for a silicon crystal.

Q: And for phonons that arrive obliquely?

A: The frequency shift is then generally nonzero, and for a longitudinal wave and the constants above $\delta\omega/\omega$ is $-1.12$ times $\mathbf n\cdot\varepsilon\mathbf n$. The width needs more care. Atoms that meet across the slip plane had reference positions differing by $b$ along $z$, which adds a phase $k_zb$ to the wave matching. Equations (\ref{eq:L}) and (\ref{eq:T}) do not contain it, so they should not be used as averages over all directions. In addition, the strain term by itself makes the total oblique width diverge at small scattering angles. For heat flow the useful quantity is the width weighted by the momentum lost, in which small angles count little.

Q: So I may still drop the screws from my room-temperature model, but not because their dilatation is zero.

A: Yes, for numbers like these, provided that oblique phonons, whose width was not computed here, elastic anisotropy, and the splitting and core of a real line do not together make the loss of momentum hundreds of times faster. The reason is that the rate is small beside the intrinsic one, and that has to be checked for each material, frequency, density and temperature. The numerical output lists the values used for the isotropic widths.

\section*{Computed results}
\begin{verbatim}
c11 (rough): 166 GPa
c12 (rough): 64 GPa
c44 (rough): 80 GPa
lambda, isotropic average: 52.4 GPa
mu, isotropic average: 68.4 GPa
A (rough): -350 GPa
B (rough): -60 GPa
C (rough): -110 GPa
mass density: 2330 kg/m^3
lattice constant: 0.543 nm
Burgers length b: 0.384 nm
frequency: 1 THz
phonon energy: 0.004136 eV
vL: 9011 m/s
vT: 5418 m/s
R = vL/vT: 1.663
alpha: -0.1111
beta: -0.5585
k: 0.6973 1/nm
kappa: 1.16 1/nm
L wavelength: 9.011 nm
shear strain at r = 1/k: 0.0213
oblique L shift per unit shear strain: -1.123
L width/(b^2 k), closed form: 0.014996
L width/(b^2 k), wave integrals: 0.014996
L width change, orders 24 to 12: -0.0011 %
T width/(b^2 kappa), closed form: 0.014620
T width/(b^2 kappa), wave integrals: 0.014620
L width/(b^2 k), strain only: 0.07434
L width/(b^2 k), rotation only: 0.02278
L width/(b^2 k), A=B=0: 0.241
angle of strongest SH emission from L: 23.9 deg
L width: 0.001542 nm
T width: 0.0025 nm
dislocation density: 1e+10 1/cm^2
L dislocation rate: 1.389e+06 1/s
T dislocation rate: 1.354e+06 1/s
L dislocation mean free path: 6.487 mm
T dislocation mean free path: 4.001 mm
thermal conductivity at 300 K (rough): 150 W/(m K)
Debye-average speed: 5993 m/s
Debye angular frequency: 8.603e+13 rad/s
intrinsic rate at 300 K (estimate): 2.6e+09 1/s
intrinsic/L dislocation rate: 1.9e+03
density for equal L rates: 1.9e+13 1/cm^2
L width change, core r<b removed: -3.7 %
T width change, core r<b removed: -6 %
second-order size (kappa b/2pi)^2: 0.005
lattice slowing of SH, chain estimate: 0.82 %
SH speed shift, k along [001]: 8.1 %
SH speed shift, k along [1-10]: -14 %
L width factor, A times 0.9: 0.361
T width factor, A times 0.9: 0.294
L width factor, A times 1.1: 1.96
T width factor, A times 1.1: 2.13
\end{verbatim}
